\section*{The lucky-electron ionisation exponent: two derivations and their limits, part 2}

A conduction electron in a strong uniform field can create an electron–hole pair when its kinetic energy $E$ reaches the threshold $E_i$. A lucky electron gets there without a phonon collision. The electron charge has magnitude $q>0$ and the field magnitude $F>0$, so the force is $+qF$. The wave number along it is $k$, the speed $v$, the phonon collision rate $1/\tau(E)$ and the mean free path $\lambda=v\tau$. The energy gained over one mean free path is $\varepsilon=qF\lambda$, and $E_r$ is the phonon energy.

The first derivation followed one electron from rest to threshold, reached at time $t_i$. Its collision-free probability is
\begin{equation}
P\equiv S(t_i)=\exp\left[-\int_0^{t_i}\frac{dt}{\tau(E(t))}\right],
\label{eq:time}
\end{equation}
or, with energy as the variable,
\begin{equation}
P=\exp\left[-\frac{1}{qF}\int_0^{E_i}\frac{dE}{\lambda(E)}\right].
\label{eq:general}
\end{equation}
The table of computed values compares these two integrals. Constant $\lambda$ gives Shockley's exponent:
\begin{equation}
P=\exp\left(-\frac{E_i}{qF\lambda}\right)=e^{-d/\lambda},
\qquad d=\frac{E_i}{qF}.
\label{eq:lucky}
\end{equation}

The ionisation coefficient $\alpha$ is the number of ionisations per unit length of drift along the force, for one electron. In the total-loss model every collision returns the electron to rest, as does ionisation, which occurs at once at $E_i$. Counting independent attempts then gives
\begin{equation}
\alpha=\frac{1}{\lambda\left[\exp\left(E_i/qF\lambda\right)-1\right]} .
\label{eq:alpha}
\end{equation}
For small $P$, $\ln\alpha$ falls with $1/F$ at a slope of magnitude close to $E_i/(q\lambda)$.

The second derivation considered a stationary population driven through energy space, with every electron that collides or ionises put back at $k=0$. It gave the same $P$ and $\alpha$.

The silicon-like example has $E_i=1.2$ eV and $\lambda=7$ nm. Since 1 MV/cm is 0.1 V/nm, the force at 0.3 MV/cm is 0.03 eV/nm. The total-loss $\alpha$ is $2.7\times10^{2}$, $4.7\times10^{3}$ and $2.0\times10^{4}$ cm$^{-1}$ at 0.2, 0.3 and 0.4 MV/cm.

\subsection{What each derivation assumes}

For the exponent, the first derivation needs a uniform field and a known collision rate along a single flight. It needs no steady state, so it also applies to an electron that crosses a short high-field region once. Independent attempts enter when $P$ is turned into $\alpha$. The second derivation assumes from the outset a field uniform over many attempts and a stationary population. In return it gives the number of electrons at every energy.

Both take collisions to be without memory, take $\lambda(E)$ to be independent of the field, and start the electron from rest. To obtain $\alpha$, both also assume that a collision destroys all progress towards threshold. In the first derivation this is the restart; in the second it is the placing of all scattered electrons at $k=0$. Since they share this assumption, their agreement does not support it.

\subsection{Energy balance with real phonons}

An emitted phonon removes $E_r$, not the whole kinetic energy. Let $M$ be the mean net number of phonons emitted per ionisation, and let the electron restart from rest after ionising at $E_i$. Over a long run the field must supply $E_i+ME_r$ per ionisation. The distance needed is this energy divided by $qF$, so
\begin{equation}
\alpha=\frac{qF}{E_i+ME_r}.
\label{eq:balance}
\end{equation}
The unknown is now $M$. It can be found when each collision leaves the electron too slow to emit again.

Take a cold lattice, with no phonon absorption, a parabolic band, isotropic scattering and $E_r<E_i\le2E_r$. Emission is impossible below $E_r$, so $1/\lambda=0$ there, and $\lambda$ is constant above. A collision below $E_i$ leaves less than $E_r$. Each attempt thus ends in one phonon or one ionisation, and $M=(1-P_c)/P_c$, where $P_c$ is the success probability. Equation~(\ref{eq:balance}) becomes
\begin{equation}
\alpha=\frac{qF\,P_c}{P_cE_i+(1-P_c)E_r}.
\label{eq:cold}
\end{equation}

To find $P_c$, note that after a collision the electron has a small energy $e$ and a random direction with cosine $c$ to the force. The transverse part $E_\perp=e(1-c^2)$ is conserved in flight. At energy $E$ the cosine of the angle to the force is $\sqrt{1-E_\perp/E}$, so an energy gain $dE$ costs the path $dE/[qF\sqrt{1-E_\perp/E}]$. For $\varepsilon\ll E_r$, $E_\perp$ is small compared with $E$, and $(1-E_\perp/E)^{-1/2}\simeq1+E_\perp/(2E)$. The path from $E_r$ to $E_i$ is
\begin{equation}
s\simeq\frac1{qF}\left[E_i-E_r+\frac{E_\perp}{2}\ln\frac{E_i}{E_r}\right].
\end{equation}
To leading order, the previous electron flight passed $E_r$ by an energy $e$ distributed as $e^{-e/\varepsilon}/\varepsilon$. With $y=e/\varepsilon$ and $g=\frac12(1-c^2)\ln(E_i/E_r)$, the average of $e^{-s/\lambda}$ over $e$ contains $\int_0^\infty e^{-y(1+g)}dy=1/(1+g)$. Since $g$ is even in $c$, the average over directions gives
\begin{equation}
P_c\simeq C\,e^{-(E_i-E_r)/\varepsilon},\qquad
C=\int_0^1\frac{dc}{1+\frac12(1-c^2)\ln(E_i/E_r)} .
\end{equation}
The transverse motion changes the prefactor and not the exponent. The reduced threshold $E_i-E_r$ reflects the safe part of the flight.

For $E_i=2E_r$, $C=0.818$. A three-dimensional Monte Carlo test gives $\alpha=3.15\times10^{-3}\,qF/E_r$ at $\varepsilon=0.18E_r$, and Eq.~(\ref{eq:cold}) gives the same to these digits. At $\varepsilon=0.25E_r$ the values are $1.47\times10^{-2}$ and $1.48\times10^{-2}$. The counting errors of the two samples are about 1.6\% and 0.6\%, so any closer agreement is accidental.

\subsection{When a collision is not fatal}

If $E_i>2E_r$, an electron can emit a phonon and still reach threshold without falling below $E_r$. The size of this contribution can be found when scattering leaves the direction forward. Let $u(E)$ be the probability of reaching $E_i$ before falling below $E_r$. During a gain $dE$ the electron collides with probability $dE/\varepsilon$:
\begin{equation}
u(E)=\left(1-\frac{dE}{\varepsilon}\right)u(E+dE)
+\frac{dE}{\varepsilon}u(E-E_r).
\end{equation}
Expanding to first order in $dE$ gives $\varepsilon u'(E)=u(E)-u(E-E_r)$. With $w=u\,e^{-E/\varepsilon}$, this is
\begin{equation}
w'(E)=-\frac{e^{-E_r/\varepsilon}}{\varepsilon}\,w(E-E_r).
\end{equation}
Below $E_r$, $w=0$. Hence $w$ keeps its starting value $w_0=u(E_r)e^{-E_r/\varepsilon}$ up to $2E_r$. For $2E_r\le E_i\le3E_r$, the right side then contains this constant, and
\begin{equation}
w(E_i)=w_0\left[1-K\right],\qquad
K=\frac{E_i-2E_r}{\varepsilon}\,e^{-E_r/\varepsilon}.
\end{equation}
The condition $u(E_i)=1$ means $w(E_i)=e^{-E_i/\varepsilon}$, so
\begin{equation}
u(E_r)=\frac{e^{-(E_i-E_r)/\varepsilon}}{1-K}.
\label{eq:forward}
\end{equation}
For larger $E_i$, $w$ never exceeds $w_0$, so the same integration gives $w(E_i)\ge w_0(1-K)$. Equation~(\ref{eq:forward}) is then an upper bound when $K<1$. The numerator, the collision-free probability, is a lower bound. In this forward model, routes with collisions therefore become negligible when $K\ll1$, which holds as $\varepsilon/E_r\to0$.

For $E_i=2.8E_r$ and $\varepsilon=0.4E_r$, $K=2e^{-2.5}=0.164$. The collision-free probability 0.0111 rises to 0.01329, and a test with sampled histories gives 0.01335, with a counting error of about 0.6\%.

\subsection{The silicon example with phonon loss}

Now take $E_r=0.063$ eV with the earlier $E_i=1.2$ eV and $\lambda=7$ nm. At 0.3 MV/cm, $\varepsilon=0.21$ eV is 3.3 times $E_r$, and $K=(1.074/0.21)e^{-0.3}\simeq3.8$. The condition fails. At 0.09 MV/cm, where $\varepsilon=E_r$, $K$ reaches its maximum of about 6, although the total-loss model already gives less than 0.01 ionisations per centimetre. $K$ falls below one only under about 0.02 MV/cm, where $\varepsilon$ is smaller than $k_BT$ at 300 K and the neglect of phonon absorption is no longer justified. For these parameters, the low-field regime where the forward-model bound secures the lucky route is one of negligible ionisation. In the formula, $K$ becomes small again only at fields far above 1 MV/cm, where $\varepsilon\gg E_i$ and most electrons reach threshold without a collision. Silicon junctions do not sustain such fields, so this second limit belongs to the model and not to a device.

A Monte Carlo calculation keeps the same $\lambda$ and sharp threshold, but uses isotropic scattering, emission and absorption of single phonons at 300 K, and no emission below $E_r$. Its band is parabolic. The row at 0.2 MV/cm carries a counting error of about 1\%, so the last digit of $M$ there is not significant.
\begin{center}
\begin{tabular}{cccc}
$F$ (MV/cm) & $\alpha$ (cm$^{-1}$) & ratio to total loss & $M$\\
0.2 & $4.9\times10^{3}$ & 18 & 624\\
0.3 & $5.5\times10^{4}$ & 12 & 68\\
0.4 & $1.4\times10^{5}$ & 7 & 25
\end{tabular}
\end{center}
At 0.3 MV/cm the balance reads $1.2+68.1\times0.063=5.49$ eV per ionisation. Division by 0.03 eV/nm gives 183 nm, or $5.5\times10^{4}$ cm$^{-1}$, in agreement with the table.

The slope of $\ln\alpha$ against $1/F$ between the outer fields is 1.35 MV/cm, not $E_i/(q\lambda)=1.71$ MV/cm. Read through Shockley's exponent, it would give $\lambda=8.9$ nm, although the simulation used 7 nm. The slope is also not constant: it is 1.44 MV/cm, uncertain by about 0.01, over the lower interval and 1.16 over the upper. Over this range of fields a fitted $\lambda$ is an effective parameter. The condition on $K$ belongs to the forward model and does not fix the slope for isotropic scattering: between 0.1 and 0.2 MV/cm the slope of the isotropic model rises to about 1.7 MV/cm again, while $\alpha$ stays near 18 times the total-loss value.

\subsection{Beside real silicon}

The parameters have typical sizes for electrons in silicon, where $\alpha$ near 0.3 MV/cm at room temperature is roughly $10^4$ cm$^{-1}$. The total-loss value lies about a factor of two below this, and the simulated value about five above. The closer value does not validate total loss, since $\lambda$ is uncertain and $\alpha$ depends on it exponentially. Real electrons break the total-loss assumption; at fixed $\lambda$, the combined changes in the simulation raise $\alpha$ twelvefold at this field.

The simulation also assumes a parabolic band up to 1.2 eV, which silicon does not have.

Other effects are also large. Replacing the sharp threshold in the simulation by an ionisation rate one tenth of the phonon rate above $E_i$, with certain ionisation at $3E_i$, lowers $\alpha$ to $2.5\times10^{4}$ cm$^{-1}$. At 400 K, more phonons shorten $\lambda$ to 6.0 nm, and the total-loss $\alpha$ falls from $4.7\times10^{3}$ to $2.2\times10^{3}$ cm$^{-1}$ with the threshold held fixed. This factor of two belongs to the total-loss model: with single-phonon loss the same change of $\lambda$ lowers $\alpha$ by a factor of only about 1.3, and fits to measurements on silicon give roughly 1.2 to 1.7. For a mass of $0.3m_e$, the collision broadening $\hbar/\tau$ at threshold is 0.11 eV, larger than $E_r$, so collisions at sharp energies are themselves an approximation. Band-to-band tunnelling is negligible here: a triangular-barrier estimate with a gap of 1.12 eV and mass $0.2m_e$ has an exponent of about 120. A two-band barrier with the same gap and mass gives about 70, which is still large enough. The full values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
SURVIVAL EXPONENT, nonparabolic band (atomic units)
field 6.0e-05: time integral 4.16376, energy integral 4.16376
field 1.2e-04: time integral 2.08188, energy integral 2.08188
TOTAL-LOSS MODEL, silicon parameters
F 0.3 MV/cm: alpha sampled 4694, formula 4728 1/cm
F 1.0 MV/cm: alpha sampled 3.143e+05, formula 3.138e+05 1/cm
COLD LATTICE, Ei = 2 Er; alpha in units of qF/Er
transverse constant C = 0.8184
qF*lambda/Er 0.18: simulated 3.146e-03, formula 3.154e-03, events 4085
qF*lambda/Er 0.25: simulated 1.469e-02, formula 1.477e-02, events 26501
FORWARD SCATTERING, Ei = 2.8 Er, qF*lambda = 0.4 Er
success sampled 0.01335, formula 0.01329
success without any collision 0.01111
SILICON EXAMPLE
Ei 1.2 eV, Er 0.063 eV, lambda 7.0 nm, T 300 K
phonon occupation 0.0958
Ei/(q lambda) = 1.714 MV/cm
F 0.2 MV/cm: d 60.0 nm, exponent 8.571, P 1.894e-04
  qF*lambda 0.140 eV, ratio to Er 2.22, alpha 2.707e+02 1/cm
F 0.3 MV/cm: d 40.0 nm, exponent 5.714, P 3.299e-03
  qF*lambda 0.210 eV, ratio to Er 3.33, alpha 4.728e+03 1/cm
F 0.4 MV/cm: d 30.0 nm, exponent 4.286, P 1.376e-02
  qF*lambda 0.280 eV, ratio to Er 4.44, alpha 1.994e+04 1/cm
MONTE CARLO, same lambda, phonon loss Er, hard threshold
F 0.2 MV/cm: alpha 4.934e+03 1/cm, ratio to lucky 18.23
  net phonons per ionisation 624.4, events 9365
F 0.3 MV/cm: alpha 5.465e+04 1/cm, ratio to lucky 11.56
  net phonons per ionisation 68.1, events 115237
F 0.4 MV/cm: alpha 1.440e+05 1/cm, ratio to lucky 7.22
  net phonons per ionisation 25.0, events 343035
1/F slope of ln alpha, 0.2 to 0.4 MV/cm: 1.350 MV/cm
apparent lambda from that slope: 8.89 nm
OTHER NEGLECTED EFFECTS at 0.3 MV/cm
soft threshold, impact/phonon rate 0.1: alpha 2.539e+04 1/cm, events 27354
lucky model at 400 K: lambda 6.03 nm, alpha 2.186e+03 1/cm
collision broadening at Ei, mass 0.3 m_e: 0.112 eV
tunnelling exponent, gap 1.12 eV, mass 0.2 m_e: 120.7
field where qF*lambda = Er: 0.090 MV/cm
lucky alpha at that field: 7.63e-03 1/cm
\end{verbatim}
